**Cooling power of an NIS tunnel junction: full integral against the low-temperature law**

The program tests the law $P_{\max}\simeq0.59\,(\Delta^2/e^2R)\,t^{3/2}$ at $eV\simeq\Delta-0.66\,kT$. Here $P$ is the heat leaving the normal metal per unit time, $\Delta$ the superconducting gap, $R$ the normal-state resistance and $t=kT/\Delta$, with both electrodes at temperature $T$. It asserts that the heat-flow integral agrees with a sum over four quasiparticle processes with coherence factors, and with direct quadrature over the BCS density of states, also at unequal temperatures. Further assertions cover the normal-state limit, the back-flow from the superconductor, the closed forms of the scaled integrals and the single maximum. The numerically maximized cooling power is asserted to approach the law with the derived first correction, and the current and efficiency are tested in the same limit. For $\Delta=0.2$ meV, $R=1$ kΩ and $T=0.3$ K, the output shows a maximum of 1.20 pW at 0.184 mV, against 1.10 pW from the leading law. The printed temperature scan shows the law failing at $t=0.3$, where the full result is 0.62 of the leading value.

## Numerical verification

```python
"""Cooling power of a normal-insulator-superconductor (NIS) tunnel junction.

Result under test: for t = kT/Delta -> 0 and equal temperatures, the largest
heat flow out of the normal metal is c0*(Delta^2/(e^2 R))*t^(3/2), c0 ~ 0.59,
reached at eV = Delta - a0*kT with a0 ~ 0.66.

Reduced units: energies in Delta, heat flow in Delta^2/(e^2 R), current in
Delta/(e R).  v = eV/Delta; tn, ts = kT/Delta of normal metal and
superconductor; a = (Delta - eV)/kT; xi = normal-state energy in the
superconductor, E = sqrt(xi^2 + gap^2), so that n_S dE = dxi.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, kv


def fermi(energy, temp):
    return expit(-energy / temp)


def trapezoid(values, step):
    return step * (values.sum() - 0.5 * (values[0] + values[-1]))


def xi_limit(tn, ts, v, gap):
    top = max(gap, abs(v)) + 45 * max(tn, ts)
    return np.sqrt(top**2 - gap**2)


def heat(v, tn, ts, gap=1.0):
    """Heat leaving the normal metal, folded onto positive energies."""
    xi = np.linspace(0, xi_limit(tn, ts, v, gap), 6001)
    en = np.sqrt(xi**2 + gap**2)
    flow = ((en - v) * fermi(en - v, tn) + (en + v) * fermi(en + v, tn)
            - 2 * en * fermi(en, ts))
    return trapezoid(flow, xi[1])


def current(v, tn, gap=1.0):
    xi = np.linspace(0, xi_limit(tn, tn, v, gap), 6001)
    en = np.sqrt(xi**2 + gap**2)
    return trapezoid(fermi(en - v, tn) - fermi(en + v, tn), xi[1])


def heat_golden_rule(v, tn, ts):
    """Four quasiparticle processes with coherence factors, all xi."""
    lim = xi_limit(tn, ts, v, 1.0)
    xi = np.linspace(-lim, lim, 12001)
    en = np.sqrt(xi**2 + 1)
    u2, v2 = 0.5 * (1 + xi / en), 0.5 * (1 - xi / en)
    fs = fermi(en, ts)
    e1, e2 = en - v, -en - v      # electron energies from the N potential
    f1, f2 = fermi(e1, tn), fermi(e2, tn)
    flow = u2 * e1 * f1 * (1 - fs)             # leaves N, creates
    flow -= u2 * e1 * (1 - f1) * fs            # enters N, destroys
    flow += v2 * e2 * f2 * fs                  # leaves N, destroys
    flow -= v2 * e2 * (1 - f2) * (1 - fs)      # enters N, creates
    return trapezoid(flow, xi[1] - xi[0])


def heat_density_of_states(v, tn, ts):
    """Integral over |E| > Delta with the singular BCS density of states."""
    top = 1 + 45 * max(tn, ts)

    def regular(en):
        return (abs(en) / np.sqrt(abs(en) + 1) * (en - v)
                * (fermi(en - v, tn) - fermi(en, ts)))
    upper = quad(regular, 1, top, weight='alg', wvar=(-0.5, 0), limit=200)[0]
    lower = quad(regular, -top, -1, weight='alg', wvar=(0, -0.5),
                 limit=200)[0]
    return upper + lower


def fd(j, a):
    """Fermi-Dirac function F_j at argument -a, for a >= 0."""
    return float(mp.re(-mp.polylog(j + 1, -mp.exp(-a))))


def scaled_integral(a, power):
    """Integral of x^power*(x+a)/(exp(x+a)+1), using x = y^2."""
    def integrand(y):
        w = y * y + a
        return 2 * y**(2 * power + 1) * w * expit(-w)
    return quad(integrand, 0, np.sqrt(45 + abs(a)), limit=200,
                epsabs=1e-12, epsrel=1e-12)[0]


def g_closed(a):
    return np.sqrt(np.pi) * (0.5 * fd(0.5, a) + a * fd(-0.5, a))


def h_closed(a):
    return (0.75 * np.sqrt(np.pi) * fd(1.5, a)
            + 0.5 * np.sqrt(np.pi) * a * fd(0.5, a))


def optimum(t):
    """Bias offset a and peak heat flow of the full integral."""
    best = minimize_scalar(lambda a: -heat(1 - a * t, t, t),
                           bounds=(-1, 3), method='bounded',
                           options={'xatol': 1e-8})
    return best.x, -best.fun


# Heat formula from microscopic processes, at unequal temperatures
for v, tn, ts in [(0.9, 0.10, 0.15), (0.5, 0.15, 0.10), (1.2, 0.1, 0.1)]:
    reference = heat_golden_rule(v, tn, ts)
    assert abs(heat(v, tn, ts) - reference) < 1e-8
    assert abs(heat_density_of_states(v, tn, ts) - reference) < 1e-7
# Normal state: Ohm's law and half of the Joule heat
assert abs(current(0.7, 0.1, gap=0.0) - 0.7) < 1e-5
assert abs(heat(0.7, 0.1, 0.1, gap=0.0) + 0.7**2 / 2) < 1e-5

# Back-flow from the superconductor, cold normal metal at zero bias
back_numeric = -heat(0.0, 1e-3, 0.1)
back_bessel = kv(0, 10.0) + kv(2, 10.0)
assert abs(back_numeric / back_bessel - 1) < 1e-4

# Closed forms of the scaled integrals
for a in (0.2, 0.7, 2.0):
    assert abs(scaled_integral(a, -0.5) - g_closed(a)) < 1e-8
    assert abs(scaled_integral(a, 0.5) - h_closed(a)) < 1e-8

# Optimum: derived condition against direct maximization
a0 = brentq(lambda a: a * fd(-1.5, a) / fd(-0.5, a) - 0.5, 0.1, 3)
direct = minimize_scalar(lambda a: -scaled_integral(a, -0.5),
                         bounds=(0, 3), method='bounded',
                         options={'xatol': 1e-8})
assert abs(direct.x - a0) < 1e-5
c0 = -direct.fun / np.sqrt(2)
c1 = 3 * h_closed(a0) / (4 * np.sqrt(2))
bound = 3 * h_closed(0.0) / (4 * np.sqrt(2))
assert round(c0, 2) == 0.59

# Uniqueness: one change of slope, and a rising logarithmic derivative
scan = np.array([scaled_integral(a, -0.5) for a in np.arange(-5, 6, 0.1)])
assert np.count_nonzero(np.diff(np.sign(np.diff(scan)))) == 1
ratios = [fd(-1.5, a) / fd(-0.5, a) for a in np.arange(0.1, 6, 0.2)]
assert np.all(np.diff(ratios) > 0)


def thermal_weight(s, a):
    return expit(s + a) * expit(-s - a)


mean_top = quad(lambda y: thermal_weight(y * y, 0.5), 0, 7)[0]
mean_low = quad(lambda y: 2 * y * y * thermal_weight(y * y, 0.5), 0, 7)[0]
assert abs(mean_top / mean_low - fd(-1.5, 0.5) / fd(-0.5, 0.5)) < 1e-7

# Bracket on the density of states and heat flow above the gap edge
s = np.linspace(0, 20, 2001)
shape = (1 + s) / np.sqrt(1 + s / 2)
assert np.all(shape >= 1) and np.all(shape <= 1 + 0.75 * s + 1e-14)
above = [heat(v, 0.1, 0.1) for v in np.linspace(1, 1.5, 26)]
assert np.all(np.diff(above) < 0)

# Full integral approaches the law, with the derived first correction
for t in (0.005, 0.01, 0.02, 0.04):
    a_full, p_full = optimum(t)
    assert abs(a_full - a0) < t
    assert c0 < p_full / t**1.5 < c0 + bound * t
    assert abs((p_full / t**1.5 - c0) / t - c1) < t

# Current and efficiency in the same limit
current_coeff = np.sqrt(np.pi / 2) * fd(-0.5, a0)
eff_coeff = g_closed(a0) / (np.sqrt(np.pi) * fd(-0.5, a0))
for t in (0.005, 0.01):
    v = 1 - a0 * t
    i_full = current(v, t)
    assert abs(i_full / np.sqrt(t) - current_coeff) < t
    assert abs(heat(v, t, t) / (i_full * v) / t - eff_coeff) < 3 * t

print(f"a0 = (Delta-eV)/kT at optimum, T->0: {a0:.4f}")
print(f"F_1/2(-a0) = {fd(0.5, a0):.4f}, F_-1/2(-a0) = {fd(-0.5, a0):.4f}")
print(f"F_-3/2(-a0) = {fd(-1.5, a0):.4f}, F_3/2(-a0) = {fd(1.5, a0):.4f}")
print(f"G(a0) = {g_closed(a0):.4f}, H(a0) = {h_closed(a0):.4f}")
print(f"H(0) = {h_closed(0.0):.4f}")
print(f"c0 = G(a0)/sqrt2 = {c0:.4f}")
print(f"c1 = 3H(a0)/(4 sqrt2) = {c1:.4f}")
print(f"uniform error bound coefficient 3H(0)/(4 sqrt2) = {bound:.4f}")
print(f"current coefficient I/[(Delta/eR) sqrt(t)] = {current_coeff:.4f}")
print(f"efficiency coefficient P/(IV t) = {eff_coeff:.4f}")
print("Full optimum: t, a_opt, P/(D^2/e^2R), P/leading, P/corrected")
for t in (0.01, 0.02, 0.05, 0.10, 0.15, 0.20, 0.30):
    a_full, p_full = optimum(t)
    lead = c0 * t**1.5
    corr = (c0 + c1 * t) * t**1.5
    print(f"  {t:.2f}  {a_full:.4f}  {p_full:.6f}  {p_full/lead:.4f}"
          f"  {p_full/corr:.4f}")

# Worked example with round model parameters
gap_mev, resistance, temperature = 0.2, 1000.0, 0.3
kt_mev = constants.k * temperature / constants.e * 1e3
t = kt_mev / gap_mev
power_unit = (gap_mev * 1e-3)**2 / resistance * 1e12     # pW
current_unit = gap_mev * 1e-3 / resistance * 1e9         # nA
a_ex, p_ex = optimum(t)
v_ex = 1 - a_ex * t
i_ex = current(v_ex, t)
joule = i_ex * v_ex
back = kv(0, 1 / t) + kv(2, 1 / t)
print(f"Example: Delta = {gap_mev} meV, R = {resistance:.0f} ohm, "
      f"T = {temperature} K")
print(f"kT = {kt_mev:.5f} meV, t = {t:.5f}, t^(3/2) = {t**1.5:.5f}")
print(f"Delta^2/(e^2 R) = {power_unit:.3f} pW")
print(f"Delta/(e R) = {current_unit:.3f} nA")
print(f"leading-law bias = {gap_mev*(1-a0*t):.5f} mV")
print(f"full optimum bias = {gap_mev*v_ex:.5f} mV, a_opt = {a_ex:.4f}")
print(f"leading-law power = {power_unit*c0*t**1.5:.4f} pW")
print(f"corrected-law power = {power_unit*(c0+c1*t)*t**1.5:.4f} pW")
print(f"back-flow (Bessel form) = {power_unit*back:.4f} pW")
print(f"corrected law minus back-flow = "
      f"{power_unit*((c0+c1*t)*t**1.5-back):.4f} pW")
print(f"full maximum cooling power = {power_unit*p_ex:.4f} pW")
print(f"full current at optimum = {current_unit*i_ex:.3f} nA")
print(f"electrical power IV = {power_unit*joule:.4f} pW")
print(f"efficiency P/(IV) = {p_ex/joule:.4f}")
print(f"leading-law efficiency = {eff_coeff*t:.4f}")
print(f"heat into superconductor = {power_unit*(p_ex+joule):.4f} pW")
print("Bias sweep in the example: eV/Delta, P in pW")
for v in (0.0, 0.5, 0.8, 0.9, 1.0, 1.1, 1.2):
    p_sweep = power_unit * heat(v, t, t)
    print(f"  {v:.1f}  {p_sweep + 0.0 if abs(p_sweep) > 1e-9 else 0.0:.4f}")
print("verified")
```

Printed output:

```
a0 = (Delta-eV)/kT at optimum, T->0: 0.6645
F_1/2(-a0) = 0.4407, F_-1/2(-a0) = 0.3819
F_-3/2(-a0) = 0.2873, F_3/2(-a0) = 0.4747
G(a0) = 0.8404, H(a0) = 0.8906
H(0) = 1.1528
c0 = G(a0)/sqrt2 = 0.5942
c1 = 3H(a0)/(4 sqrt2) = 0.4723
uniform error bound coefficient 3H(0)/(4 sqrt2) = 0.6114
current coefficient I/[(Delta/eR) sqrt(t)] = 0.4787
efficiency coefficient P/(IV t) = 1.2415
Full optimum: t, a_opt, P/(D^2/e^2R), P/leading, P/corrected
  0.01  0.6592  0.000599  1.0079  1.0000
  0.02  0.6540  0.001707  1.0158  0.9999
  0.05  0.6389  0.006903  1.0391  0.9994
  0.10  0.6154  0.020198  1.0748  0.9957
  0.15  0.5939  0.037042  1.0730  0.9587
  0.20  0.5760  0.052232  0.9827  0.8479
  0.30  0.5754  0.060120  0.6157  0.4972
Example: Delta = 0.2 meV, R = 1000 ohm, T = 0.3 K
kT = 0.02585 meV, t = 0.12926, t^(3/2) = 0.04647
Delta^2/(e^2 R) = 40.000 pW
Delta/(e R) = 200.000 nA
leading-law bias = 0.18282 mV
full optimum bias = 0.18442 mV, a_opt = 0.6026
leading-law power = 1.1047 pW
corrected-law power = 1.2181 pW
back-flow (Bessel form) = 0.0176 pW
corrected law minus back-flow = 1.2005 pW
full maximum cooling power = 1.1959 pW
full current at optimum = 38.000 nA
electrical power IV = 7.0080 pW
efficiency P/(IV) = 0.1706
leading-law efficiency = 0.1605
heat into superconductor = 8.2039 pW
Bias sweep in the example: eV/Delta, P in pW
  0.0  0.0000
  0.5  0.2044
  0.8  0.9484
  0.9  1.1845
  1.0  1.0114
  1.1  0.0416
  1.2  -1.9167
verified
```
